# H2+ at nuclear contact: fixed and optimized orbital exponents

## Problem

When an implanted ion strikes an atom hard enough, the two nuclei come much closer together than a bond length. The electronic energy changes as the nuclei merge, and where it falls it softens their repulsion. The simplest case has one electron and two protons a distance $R$ apart.

The protons are fixed point charges, and the electron is nonrelativistic. In atomic units (energies in hartree, lengths in bohr) the electronic Hamiltonian is

$$h=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b}.$$

The proton repulsion $1/R$ is left out of $h$ because it diverges at contact. The trial state is $\varphi_a+\varphi_b$, with one orbital $\varphi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$ on each proton.

(a) What electronic energy does the trial state reach as $R\to0$ if $\zeta=1$? (b) What does it reach if $\zeta$ is optimized at every $R$, and is that value exact? (c) How close does a 200 eV proton come to a free hydrogen atom in a head-on collision?

## A tempting solution

At $R=0$ the two orbitals coincide, and after normalization the trial state is a single orbital $\varphi$. It sees a nucleus of charge 2. For this orbital $\langle-\frac12\nabla^2\rangle=\zeta^2/2$ and $\langle1/r\rangle=\zeta$, so at $\zeta=1$

$$E=\tfrac12-2=-\tfrac32 .$$

The state is spherical and has no nodes, as the ground state of a one-electron atom should. It therefore seems to have become the united atom, with energy $-1.5$ hartree, or $-40.8$ eV. The separated hydrogen atom has $-0.5$ hartree, so the electron appears to lower the close-range repulsion by 1 hartree, or 27.2 eV.

## Where it fails

The arithmetic is right and answers part (a). The fault lies in identifying the state with the united atom: it has the right symmetry but the wrong size. With $\zeta$ left free, the contact energy is

$$E(0,\zeta)=\frac{\zeta^2}{2}-2\zeta=-2+\tfrac12(\zeta-2)^2 .\tag{1}$$

The choice $\zeta=1$ costs half a hartree, 13.6 eV, above the minimum at $\zeta=2$.

The energy balance shows the same fault. Kinetic energy scales as $\zeta^2$ and potential energy as $\zeta$, so $\zeta\,dE/d\zeta=2T+V$, which must vanish at the best exponent. At $\zeta=1$, $T=13.6$ eV and $V=-54.4$ eV, giving $2T+V=-27.2$ eV. The negative sign means that contraction lowers the energy. At $\zeta=2$, $T=54.4$ eV and $V=-108.8$ eV, and the sum vanishes.

Two points remain. Is $-2$ the exact ground energy, or just the best one for this orbital shape? And does optimizing first and then letting $R\to0$ give the same answer as optimizing at $R=0$?

## Why −2 hartree is exact

For a real normalized $\psi$ and a single nucleus of charge $Z$,

$$0\le\int|\nabla\psi+Z\hat{\mathbf r}\psi|^2dV=\int|\nabla\psi|^2dV+Z^2+Z\int\hat{\mathbf r}\cdot\nabla(\psi^2)\,dV .$$

Integrate the last term by parts. The surface terms vanish at infinity and on a small sphere around the nucleus, and $\nabla\cdot\hat{\mathbf r}=2/r$, so the term equals $-2Z\langle1/r\rangle$. Dividing by 2 gives

$$\tfrac12\int|\nabla\psi|^2dV-Z\left\langle\frac1r\right\rangle\ge-\frac{Z^2}{2}.\tag{2}$$

A complex state obeys the same bound, because its real and imaginary parts contribute separately. Equality holds for $\psi\propto e^{-Zr}$. With $Z=2$ the exact ground energy is $-2$, and the orbital with $\zeta=2$ is the exact ground state.

The bound also covers two separated protons, since

$$h=\tfrac12\left(-\tfrac12\nabla^2-\frac2{r_a}\right)+\tfrac12\left(-\tfrac12\nabla^2-\frac2{r_b}\right).$$

Each bracket is at least $-2$ by (2), so no state has an electronic energy below $-2$ at any $R$.

## The energy at finite separation

Let $w=\zeta R$. Three integrals are needed:

$$S=\langle a|b\rangle,\qquad \zeta K=\langle a|1/r_a|b\rangle,\qquad \zeta J=\langle a|1/r_b|a\rangle .$$

**Coordinates.** For $S$ and $K$, use $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$, with $\xi\ge1$ and $|\eta|\le1$. With the protons at $z=\mp R/2$ and $c=R/2$, these correspond to $z=c\xi\eta$ and a squared distance from the axis $\rho^2=c^2(\xi^2-1)(1-\eta^2)$. The volume element is $\rho\,d\rho\,dz\,d\phi=\frac12d(\rho^2)\,dz\,d\phi$, and the Jacobian of $(\rho^2,z)$ is

$$2c^3[\xi^2(1-\eta^2)+\eta^2(\xi^2-1)]=2c^3(\xi^2-\eta^2).$$

Hence $dV=c^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$.

**Overlap.** Since $\zeta(r_a+r_b)=w\xi$, the angle $\phi$ gives $2\pi$ and the $\eta$ integral gives $2\xi^2-\frac23$:

$$S=\frac{w^3}{2}\int_1^\infty\left(\xi^2-\tfrac13\right)e^{-w\xi}d\xi
=\frac{w^3e^{-w}}2\left(\frac2{3w}+\frac2{w^2}+\frac2{w^3}\right)$$

$$S=e^{-w}\left(1+w+\frac{w^2}{3}\right).$$

**Exchange-type attraction.** Here $1/r_a=1/[c(\xi+\eta)]$ cancels one factor of the volume element. The remaining term linear in $\eta$ integrates to zero:

$$\zeta K=\zeta w^2\int_1^\infty\xi e^{-w\xi}d\xi
\quad\Rightarrow\quad K=e^{-w}(1+w).$$

**Attraction to the other proton.** $\zeta J$ is the potential of a spherical cloud of unit charge at distance $R$ from its centre. The charge inside $R$ acts as if at the centre, and each outer shell contributes its charge divided by its radius:

$$\zeta J=\frac{1-e^{-2w}(1+2w+2w^2)}{R}+\zeta e^{-2w}(1+2w).$$

Writing $1/R=\zeta/w$ and collecting terms gives

$$J=\frac{1-(1+w)e^{-2w}}{w}.$$

**Assembly.** Differentiating the orbital gives $-\frac12\nabla^2\varphi_b=(-\zeta^2/2+\zeta/r_b)\varphi_b$. Therefore

$$\langle a|h|a\rangle=\tfrac12\zeta^2-\zeta(1+J),\qquad
\langle a|h|b\rangle=\zeta^2\left(K-\tfrac12S\right)-2\zeta K .$$

The two diagonal elements are equal, as are the two off-diagonal ones, and the squared norm is $2(1+S)$. So

$$E(R,\zeta)=\zeta^2A-\zeta B,\quad
A=\frac{1-S+2K}{2(1+S)},\quad
B=\frac{1+J+2K}{1+S}.\tag{3}$$

At large $R$ with $\zeta$ fixed, $S$ and $K$ vanish and $J\to1/w$, so $E\to\zeta^2/2-\zeta-1/R$. The best exponent there is $\zeta=1$, and $-1/R$ cancels the proton repulsion. The unit exponent is thus right for separated atoms, and the error comes from carrying it to contact.

## Optimizing before taking the limit

As $w\to0$, $S$, $J$ and $K$ all tend to 1, so $A\to\frac12$ and $B\to2$, which reproduces (1). Let $E_{\min}(R)$ be the lowest value of (3) over $\zeta$. It cannot exceed the value at $\zeta=2$, and it obeys the lower bound just proved:

$$-2\le E_{\min}(R)\le E(R,2)\longrightarrow-2 .$$

This answers part (b): the optimized energy reaches $-2$ hartree, or $-54.4$ eV, and this is the exact contact value.

The exponent also tends to 2. A negative energy requires $\zeta<B/A$. The cloud potential is highest at its centre, so $J\le1$, and $K$ decreases from 1. Moreover

$$1-S+2K=1+e^{-w}\left(1+w-\frac{w^2}{3}\right)\ge1-\frac{4e^{-2}}3 ,$$

because $w^2e^{-w}$ has its maximum at $w=2$. Hence $B/A\le8/(1-4e^{-2}/3)<10$. The best exponent stays below 10, so $w=\zeta R\to0$. The energy then approaches the parabola (1), and it can approach $-2$ only if $\zeta\to2$.

## How the contact value is approached

Expanding the exponentials gives

$$S=1-\frac{w^2}{6}+O(w^4),\quad K=1-\frac{w^2}2+\frac{w^3}3+O(w^4),\quad J=1-\frac{2w^2}3+\frac{2w^3}3+O(w^4).$$

The numerators in (3) are then $2-\frac56w^2+\frac23w^3$ for $A$ and twice that for $B$. Dividing by $2(1+S)=4(1-w^2/12)$ and by $1+S$ respectively,

$$A=\frac12-\frac{w^2}{6}+\frac{w^3}{6}+O(w^4),\qquad B=2-\frac{2w^2}{3}+\frac{2w^3}{3}+O(w^4).$$

With $w=\zeta R$ the energy becomes

$$E=\frac{\zeta^2}{2}-2\zeta+R^2\left(\frac{2\zeta^3}{3}-\frac{\zeta^4}{6}\right)+R^3\left(\frac{\zeta^5}{6}-\frac{2\zeta^4}{3}\right)+O(R^4).$$

For the unit exponent, $E=-\frac32+\frac12R^2-\frac12R^3+O(R^4)$. For the optimized one, put $\zeta=2+\delta$. The $\delta$-dependent terms are $\frac12\delta^2+\frac83R^2\delta$ to leading order, so $\delta=-\frac83R^2$ and the energy changes only at order $R^4$. Thus

$$E_{\min}=-2+\frac83R^2-\frac{16}{3}R^3+O(R^4).$$

Measured from a separated proton and hydrogen atom, the interaction energy is $U=1/R+E+\frac12$. The force pushing the protons apart in the optimized model is

$$-\frac{dU}{dR}=\frac1{R^2}-\frac{16}{3}R+O(R^2).$$

The electron's pull vanishes at contact and the force becomes the bare Coulomb one. The energy keeps a constant offset: $-27.2$ eV for the unit exponent and $-40.8$ eV for the optimized one.

The electronic energies below, in eV, follow from (3), with the minimum over $\zeta$ found numerically. The reference diagonalizes $h$ in 50 products of Laguerre functions of $\xi$ and Legendre polynomials of $\eta$. It keeps the fixed nuclei and omits relativity.

| $R$ (Å) | best $\zeta$ (1/bohr) | $\zeta=1$ | optimized | reference |
|---|---|---|---|---|
| 0.05 | 1.982 | −40.71 | −53.89 | −53.89 |
| 0.10 | 1.943 | −40.41 | −52.65 | −52.65 |
| 0.20 | 1.845 | −39.46 | −49.35 | −49.40 |
| 0.50 | 1.561 | −35.46 | −39.96 | −40.24 |
| 1.00 | 1.262 | −29.28 | −30.34 | −30.78 |

At 0.10 Å the unit exponent is 12.2 eV above the reference, while the optimized energy differs from it by less than 0.01 eV. At 1.00 Å the optimized energy is 0.44 eV too high, so two spherical orbitals with one common exponent are no longer accurate there.

## The 200 eV collision

For equal masses, half the laboratory energy belongs to the relative motion, here 100 eV. The classical closest approach satisfies $U(R)=100$ eV. In these units the Coulomb repulsion is $14.40\ \text{eV Å}/R$, so without the electron the protons would stop at $14.40/100=0.144$ Å.

Using the contact offsets,

$$R\approx\frac{14.40}{100+27.21}=0.113\ \text{Å},\qquad
R\approx\frac{14.40}{100+40.82}=0.102\ \text{Å}$$

for the unit and optimized exponents. Solving $U(R)=100$ eV numerically with the full energies gives 0.114 Å and 0.104 Å. The reference energy also gives 0.104 Å, so for this electronic state the optimized orbital is adequate. The unit exponent stops the protons about 10% too far apart.

This answers part (c) for one electronic state only. The trial state is even under inversion through the midpoint. An electron that starts on one proton is an equal mixture of the even state and its odd partner $\varphi_a-\varphi_b$. The lowest odd state of the united atom is 2p, with energy $-Z^2/(2n^2)=-\frac12$, equal to that of the separated atom. The contact offset of the exact odd state is therefore zero. The function $\varphi_a-\varphi_b$ itself does not reach this value. At contact it tends to $\cos\theta\,e^{-\zeta r}$, whose energy $\frac52\zeta^2-2\zeta$ is $+\frac12$ at $\zeta=1$ and at best $-\frac25$, so optimizing the exponent does not make it exact. The same diagonalization with odd functions of $\eta$ gives a closest approach of 0.144 Å. A real proton–hydrogen collision contains both components, and their turning points differ by 0.04 Å, four times the error caused by the unit exponent.

A turning point is also a classical idea. At 100 eV the reduced wavelength of the relative motion is $\hbar/p=0.0064$ Å, so $\hbar^2/2\mu=(0.0064)^2\times100\approx0.0041$ eV Å$^2$, where $\mu$ is the reduced mass. The slope of $U$ near 0.104 Å is about 1300 eV/Å. Balancing $\hbar^2/(2\mu\ell^2)$ against $1300\,\ell$ gives a quantum blur $\ell\approx0.015$ Å, larger than the 0.010 Å shift between the two exponents. The distances above are therefore classical turning points, not sharp positions at which the protons stop.

In implantation the target atom is bound in a solid, whose neighbouring atoms are absent here; their effect has not been calculated. For a free target at 300 K, thermal motion spreads the collision energy by $\frac12\sqrt{2E_{\rm lab}k_BT}=1.6$ eV, which moves the turning point by about 0.001 Å. The proton's initial speed is 0.09 of the atomic unit of speed, so $\hbar v/R$ near the turning points is of order 10 eV. For the even state the next state of the same symmetry lies 39 eV higher there, which supports an electron that follows the nuclei but does not prove it. The odd state has no such margin. The next odd $\sigma$ state lies about 8 eV above it, and the $2p\pi$ state only 0.2 eV above it, becoming degenerate at contact. An exactly head-on path does not couple $\sigma$ and $\pi$, but on a slightly off-axis path the rotation of the internuclear axis does. A two-state estimate gives a transfer of tens of percent at impact parameters of a few hundredths of an ångström. In the united atom, finite nuclear mass raises the electronic energy by 0.015 eV, and the Dirac energy lies 0.003 eV below the nonrelativistic one. Both are negligible beside the 13.6 eV error of the unit exponent.
